# Wigner's correlation formula: its two density limits and its error against PW92: a numerical check

```python
"""
Wigner's correlation energy e_W = -0.44/(rs + 7.8) hartree per electron, for the
spin-unpolarized uniform electron gas, compared with its two limits and with PW92.
Result under test:
  rs -> infinity : e_c -> -C/rs with C close to 0.44 (electrostatics minus exchange),
                   followed by a positive rs^(-3/2) term that e_W lacks;
  rs -> 0        : e_c -> A ln(rs), A = (1 - ln 2)/pi^2, which e_W lacks.
Symbols: rs = radius (bohr) of the sphere holding one electron, kF = Fermi wave
number, q = wave number / kF, s = q/2, u = imaginary frequency / (q kF^2).
Energies are in hartree per electron unless a label says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf, erfc, spherical_jn
from pyscf.dft import libxc

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
KF_RS = (9 * np.pi / 4) ** (1 / 3)          # kF * rs
A_LOG = (1 - np.log(2)) / np.pi**2
PW_A, PW_ALPHA = 0.031091, 0.21370
PW_B1, PW_B2, PW_B3, PW_B4 = 7.5957, 3.5876, 1.6382, 0.49294


def wigner(rs):
    return -0.44 / (rs + 7.8)


def pw92(rs):
    root = np.sqrt(rs)
    poly = PW_B1 * root + PW_B2 * rs + PW_B3 * rs * root + PW_B4 * rs**2
    return -2 * PW_A * (1 + PW_ALPHA * rs) * np.log1p(1 / (2 * PW_A * poly))


# ---- Both parametrizations against an independent library ----
rs_table = np.array([0.5, 1, 2, 3, 4, 5, 7, 10, 15, 20], dtype=float)
density = 3 / (4 * np.pi * rs_table**3)
lib_pw = libxc.eval_xc(",LDA_C_PW", density, spin=0, deriv=1)[0]
lib_wigner = libxc.eval_xc(",LDA_C_WIGNER", density, spin=0, deriv=1)[0]
assert np.allclose(lib_pw, pw92(rs_table), rtol=0, atol=2e-6)
assert np.allclose(lib_wigner, wigner(rs_table), rtol=0, atol=2e-6)

# ---- Electrostatics at rs = 1: neutral sphere and bcc lattice ----
attraction = quad(lambda r: -3 * r**2 / r, 0, 1)[0]
background = quad(lambda r: r**3 * 3 * r**2 / r, 0, 1)[0]   # assembled shell by shell
sphere = attraction + background
assert abs(sphere + 9 / 10) < 1e-10

cell_volume = 4 * np.pi / 3
cube = (2 * cell_volume) ** (1 / 3)
span = np.arange(-6, 7)
ints = np.array(np.meshgrid(span, span, span)).reshape(3, -1).T
nonzero = np.any(ints != 0, axis=1)
neighbours = cube * np.vstack([ints[nonzero], ints + 0.5])
recip = 2 * np.pi / cube * ints[nonzero & (ints.sum(axis=1) % 2 == 0)]
recip_sq = np.sum(recip**2, axis=1)


def site_potential(shift, split):
    """Energy of one electron displaced by shift; all other charges stay fixed."""
    dist = np.linalg.norm(neighbours - shift, axis=1)
    d = np.linalg.norm(shift)
    own = 2 * split / np.sqrt(np.pi) if d == 0 else erf(split * d) / d
    waves = np.exp(-recip_sq / (4 * split**2)) / recip_sq * np.cos(recip @ shift)
    return (np.sum(erfc(split * dist) / dist) - own
            + 4 * np.pi / cell_volume * np.sum(waves)
            - np.pi / (split**2 * cell_volume))


origin = np.zeros(3)
bcc = site_potential(origin, 1.2) / 2
assert abs(bcc - site_potential(origin, 1.8) / 2) < 1e-8
assert sphere < bcc < 0 and abs(bcc / sphere - 1) < 0.01
step = 0.01
curvatures = []
for direction in ([1, 0, 0], [1, 1, 1]):
    unit = np.array(direction) / np.linalg.norm(direction)
    rise = site_potential(step * unit, 1.2) - site_potential(origin, 1.2)
    curvatures.append(2 * rise / step**2)
assert np.allclose(curvatures, 1, atol=2e-3)    # omega^2 = 1/rs^3 at rs = 1
zero_point = 1.5 * np.sqrt(curvatures[0])

# ---- Exchange from the exchange hole; tail beyond x = 200 is about 6e-6 ----
hole = quad(lambda x: spherical_jn(1, x) ** 2 / x, 1e-9, 200, limit=1000)[0]
exchange_numeric = -np.pi * 3 / (4 * np.pi) * 9 / KF_RS**2 * hole
exchange = -3 * KF_RS / (4 * np.pi)
assert abs(exchange_numeric - exchange) < 1e-4
c_sphere, c_bcc = sphere - exchange, bcc - exchange
assert abs(c_sphere + 0.44) < 0.005 and abs(c_bcc + 0.44) < 0.005

# ---- Large-rs expansion of PW92 and of Wigner's formula ----
c_pw = -PW_ALPHA / PW_B4
d_pw = PW_ALPHA * PW_B3 / PW_B4**2
far = 1e8
assert abs(far * pw92(far) - c_pw) < 1e-3
assert abs(far**1.5 * (pw92(far) - c_pw / far) / d_pw - 1) < 0.01
assert abs(far**1.5 * (wigner(far) + 0.44 / far)) < 1e-3
assert abs(1e4**2 * (wigner(1e4) + 0.44 / 1e4) / (0.44 * 7.8) - 1) < 0.01


# ---- Logarithm: full RPA energy with the complete Lindhard function ----
def lindhard(s, u):
    log_part = np.log1p(4 * s / ((1 - s) ** 2 + u**2))
    angles = np.arctan((1 + s) / u) + np.arctan((1 - s) / u)
    return (0.5 * (1 - s**2 + u**2) * log_part + 2 * s - 2 * s * u * angles) / (4 * s)


for s0, u0 in ((0.6, 0.4), (1.7, 0.9)):
    direct = quad(lambda z: (1 - z**2) * (z + s0) / ((z + s0) ** 2 + u0**2), -1, 1)[0]
    assert abs(direct / (4 * s0) - lindhard(s0, u0)) < 1e-8
assert abs(lindhard(1e-4, 0.7) - (1 - 0.7 * np.arctan(1 / 0.7))) < 1e-6


def rpa(rs, nq=400, nu=200):
    kf = KF_RS / rs
    node, weight = np.polynomial.legendre.leggauss(nq)
    low, high = np.log(1e-5), np.log(1e2)
    q = np.exp(low + (high - low) * (node + 1) / 2)[:, None]
    wq = (weight * (high - low) / 2)[:, None] * q
    node, weight = np.polynomial.legendre.leggauss(nu)
    w = ((node + 1) / 2)[None, :]
    u = (1 + q / 2) * w / (1 - w)
    wu = (1 + q / 2) * (weight / 2)[None, :] / (1 - w) ** 2
    x = 4 * lindhard(q / 2, u) / (np.pi * kf * q**2)
    ring = np.where(np.abs(x) < 1e-4, -x**2 / 2 + x**3 / 3, np.log1p(x) - x)
    return 3 * kf**2 / (4 * np.pi) * np.sum(wq * wu * q**3 * ring)


rpa_low, rpa_high = rpa(1e-4), rpa(1e-3)
assert abs(rpa_high - rpa(1e-3, 300, 150)) < 1e-5
rpa_slope = (rpa_high - rpa_low) / np.log(10)
assert abs(rpa_slope - A_LOG) < 2e-4     # remaining terms are of order rs ln(rs)
r_squared = quad(lambda u: (1 - u * np.arctan2(1, u)) ** 2, 0, np.inf)[0]
assert abs(3 / np.pi**3 * r_squared - A_LOG) < 1e-7
pw_slope = (pw92(1e-6) - pw92(1e-7)) / np.log(10)
wigner_slope = (wigner(1e-3) - wigner(1e-4)) / np.log(10)
assert abs(pw_slope - A_LOG) < 1e-4
assert abs(wigner_slope) < 1e-3 * A_LOG

# ---- Error over 0.5 <= rs <= 20 ----
def difference(rs):
    return wigner(rs) - pw92(rs)


def relative(rs):
    return 100 * (wigner(rs) / pw92(rs) - 1)


grid = np.linspace(0.5, 20, 39001)
diff_grid, rel_grid = difference(grid), relative(grid)
assert np.count_nonzero(np.diff(np.sign(diff_grid))) == 1
crossing = brentq(difference, 0.5, 20)
assert diff_grid[0] > 0 > diff_grid[-1]
i_over, i_rel = np.argmin(diff_grid), np.argmax(rel_grid)
mean_abs = quad(lambda r: abs(difference(r)), 0.5, 20, points=[crossing])[0] / 19.5
mean_rel = quad(lambda r: abs(relative(r)), 0.5, 20, points=[crossing])[0] / 19.5
assert abs(mean_abs - np.mean(np.abs(diff_grid))) < 1e-5
peak = minimize_scalar(lambda r: -relative(r), bounds=(5, 500), method="bounded").x
limit_rel = 100 * (-0.44 / c_pw - 1)
assert abs(relative(1e10) - limit_rel) < 0.05

# ---- Printed results ----
print("LOW DENSITY: coefficients of 1/rs (hartree bohr)")
print(f"electron-background attraction in sphere: {attraction:.4f}")
print(f"background self-energy in sphere: {background:.4f}")
print(f"neutral sphere total: {sphere:.4f}")
print(f"bcc lattice total (Ewald): {bcc:.6f}")
print(f"exchange: {exchange:.6f}")
print(f"correlation, sphere minus exchange: {c_sphere:.5f}")
print(f"correlation, bcc minus exchange: {c_bcc:.5f}")
print(f"correlation, PW92 limit: {c_pw:.5f}")
print("NEXT ORDER: coefficients of rs^(-3/2) (hartree bohr^1.5)")
print(f"site curvature at rs=1, [100] and [111] (a.u.): "
      f"{curvatures[0]:.5f} {curvatures[1]:.5f}")
print(f"independent-oscillator zero-point energy: {zero_point:.4f}")
print(f"PW92: {d_pw:.4f}")
print(f"Wigner coefficient of 1/rs^2 (hartree bohr^2): {0.44 * 7.8:.3f}")
print("HIGH DENSITY (hartree)")
print(f"integral of R^2 over u from 0 to infinity (no unit): {r_squared:.6f}")
print(f"A = (1 - ln 2)/pi^2: {A_LOG:.6f}")
print(f"RPA energy at rs=1e-4 and 1e-3: {rpa_low:.5f} {rpa_high:.5f}")
print(f"RPA slope in ln(rs) between them: {rpa_slope:.5f}")
print(f"PW92 slope in ln(rs), rs=1e-7 to 1e-6: {pw_slope:.5f}")
print(f"Wigner slope in ln(rs), rs=1e-4 to 1e-3: {wigner_slope:.2e}")
print(f"Wigner value at rs=0: {wigner(0):.5f}")
print(f"PW92 at rs=1e-4 and 1e-3: {pw92(1e-4):.5f} {pw92(1e-3):.5f}")
print("TABLE: rs (bohr), Wigner, PW92, difference (mHa), relative (%)")
for r in rs_table:
    print(f"{r:5.1f} {1000 * wigner(r):9.3f} {1000 * pw92(r):9.3f} "
          f"{1000 * difference(r):8.3f} {relative(r):7.2f}")
print("ERROR SUMMARY, rs from 0.5 to 20 bohr")
print(f"curves cross at rs (bohr): {crossing:.3f}")
print(f"difference at rs=0.5: {1000 * difference(0.5):.2f} mHa"
      f" = {HARTREE_EV * difference(0.5):.3f} eV")
print(f"most negative difference: {1000 * diff_grid[i_over]:.2f} mHa"
      f" = {HARTREE_EV * diff_grid[i_over]:.3f} eV")
print(f"  reached at rs (bohr): {grid[i_over]:.2f}")
print(f"largest positive relative error (%): {rel_grid[i_rel]:.2f}")
print(f"  reached at rs (bohr): {grid[i_rel]:.2f}")
print(f"mean absolute difference: {1000 * mean_abs:.2f} mHa"
      f" = {HARTREE_EV * mean_abs:.3f} eV")
print(f"mean absolute relative error (%): {mean_rel:.1f}")
print("BEYOND THE RANGE (PW92 formula extrapolated)")
print(f"relative error peaks at rs (bohr): {peak:.1f}, value (%): {relative(peak):.2f}")
for r in (1e2, 1e3, 1e4, 1e6):
    print(f"relative error at rs={r:.0e} bohr (%): {relative(r):.2f}")
print(f"relative error as rs -> infinity (%): {limit_rel:.2f}")
print("success")
```

Running it gives:

```
LOW DENSITY: coefficients of 1/rs (hartree bohr)
electron-background attraction in sphere: -1.5000
background self-energy in sphere: 0.6000
neutral sphere total: -0.9000
bcc lattice total (Ewald): -0.895929
exchange: -0.458165
correlation, sphere minus exchange: -0.44183
correlation, bcc minus exchange: -0.43776
correlation, PW92 limit: -0.43352
NEXT ORDER: coefficients of rs^(-3/2) (hartree bohr^1.5)
site curvature at rs=1, [100] and [111] (a.u.): 0.99998 1.00001
independent-oscillator zero-point energy: 1.5000
PW92: 1.4407
Wigner coefficient of 1/rs^2 (hartree bohr^2): 3.432
HIGH DENSITY (hartree)
integral of R^2 over u from 0 to infinity (no unit): 0.321336
A = (1 - ln 2)/pi^2: 0.031091
RPA energy at rs=1e-4 and 1e-3: -0.35746 -0.28589
RPA slope in ln(rs) between them: 0.03108
PW92 slope in ln(rs), rs=1e-7 to 1e-6: 0.03109
Wigner slope in ln(rs), rs=1e-4 to 1e-3: 2.83e-06
Wigner value at rs=0: -0.05641
PW92 at rs=1e-4 and 1e-3: -0.33301 -0.26147
TABLE: rs (bohr), Wigner, PW92, difference (mHa), relative (%)
  0.5   -53.012   -76.619   23.607  -30.81
  1.0   -50.000   -59.774    9.774  -16.35
  2.0   -44.898   -44.760   -0.138    0.31
  3.0   -40.741   -36.941   -3.799   10.29
  4.0   -37.288   -31.866   -5.422   17.01
  5.0   -34.375   -28.216   -6.159   21.83
  7.0   -29.730   -23.208   -6.522   28.10
 10.0   -24.719   -18.572   -6.147   33.10
 15.0   -19.298   -14.146   -5.152   36.42
 20.0   -15.827   -11.530   -4.297   37.27
ERROR SUMMARY, rs from 0.5 to 20 bohr
curves cross at rs (bohr): 1.975
difference at rs=0.5: 23.61 mHa = 0.642 eV
most negative difference: -6.52 mHa = -0.177 eV
  reached at rs (bohr): 6.91
largest positive relative error (%): 37.27
  reached at rs (bohr): 20.00
mean absolute difference: 5.55 mHa = 0.151 eV
mean absolute relative error (%): 28.8
BEYOND THE RANGE (PW92 formula extrapolated)
relative error peaks at rs (bohr): 21.5, value (%): 37.31
relative error at rs=1e+02 bohr (%): 27.91
relative error at rs=1e+03 bohr (%): 11.55
relative error at rs=1e+04 bohr (%): 4.81
relative error at rs=1e+06 bohr (%): 1.83
relative error as rs -> infinity (%): 1.49
success
```
